The smallest uniform magnetic field compatible with a crystal cell

**Question.** A calculation of NMR shielding in a solid needs the response of the electrons to a uniform magnetic field. If the calculation is to keep the period of a cubic cell with faces of 1 nm², how weak can that field be, how does the limit scale with the cell, and what does it imply for the choice of method?

**Answer.** The limit comes from the translation symmetry of an electron in a field, so the symmetry operators are needed first.

**Translations in a field**

In atomic units the electron has charge −1, and ħ = m = 1. For a lattice-periodic scalar potential V and a uniform field B, leaving out spin and electron interaction,

H = ½(p + A)² + V(r),  p = −i∇,  A(r) = ½ B×r.

Let t(R) be the ordinary translation, t(R)ψ(r) = ψ(r−R), with R a lattice vector. It leaves p and V unchanged, but A is linear in r, so

t(R) H t(R)⁻¹ = ½[p + A(r) − A(R)]² + V(r).

The physics is the same after the shift, yet the Hamiltonian differs by a constant vector potential. A phase can remove it. Since exp(if) p exp(−if) = p − ∇f, multiplying t(R) by exp(if) restores H if

∇f = −A(R) = −½ B×R.

The magnetic translation is therefore

T(R)ψ(r) = exp[−(i/2)(B×R)·r] ψ(r−R).

A constant phase could still be added, but nothing more. If two phases differing by g(r) both worked, exp(ig) would commute with H. It changes p into p − ∇g, which adds to H a term linear in p unless ∇g = 0.

Now apply two translations in succession:

T(R₁)T(R₂)ψ(r) = exp[−(i/2)(B×R₁)·r] exp[−(i/2)(B×R₂)·(r−R₁)] ψ(r−R₁−R₂).

The part of the exponent without r is +(i/2)(B×R₂)·R₁ = −(i/2)B·(R₁×R₂). Hence

T(R₁)T(R₂) = exp[−(i/2)B·(R₁×R₂)] T(R₁+R₂).

Exchanging R₁ and R₂ reverses the sign of this exponent, so

T(R₁)T(R₂) = exp(−iΦ) T(R₂)T(R₁),  Φ = B·(R₁×R₂).

Φ is the flux through the parallelogram spanned by R₁ and R₂. The operators commute if and only if Φ = 2πn, and 2π is the flux quantum h/e in these units. Constant phases cancel from this relation. A change of gauge transforms all the T by one unitary operator and leaves the factor unchanged.

The size of the mismatch is |1 − exp(−iΦ)| = 2|sin(Φ/2)|. It is 1.414 at a quarter quantum, 2 at half a quantum, and zero at one.

Bloch's theorem needs states that are eigenfunctions of all primitive translations together. On such a state T(R₁)T(R₂) and T(R₂)T(R₁) give the same nonzero number, which is impossible unless exp(−iΦ) = 1. Bloch states of the single cell thus exist in a uniform field only if every cell face carries a whole number of quanta. At other fluxes each T(R) still commutes with H, so the density of a filled, gapped set of levels keeps the period of the cell; what is lost is Bloch's theorem for the single cell, and with it the usual calculation with one-cell boundary conditions.

**The allowed fields and their size**

Let a₁, a₂, a₃ be the primitive vectors and Ω = a₁·(a₂×a₃). Write B = c₁a₁ + c₂a₂ + c₃a₃. The condition on the face spanned by a₂ and a₃ is

B·(a₂×a₃) = c₁Ω = 2πn₁,

and similarly for the other two. Therefore

B = (2π/Ω)(n₁a₁ + n₂a₂ + n₃a₃).

The field must point along a direct lattice vector. In a cube of side a the shortest nonzero choice is one edge, which gives

B₁ = 2πa/a³ = 2π/S,  S = a².

For S = 1 nm² the flux quantum, 4135.7 T nm², gives

B₁ = 4135.7 T, about 4100 T (0.017595 atomic units).

The limit scales as 1/S: doubling the cube side divides it by four. The magnetic length at B₁ is B₁^(−1/2) = √(S/2π) = 3.99 Å, smaller than the 10 Å side whatever the material. The free-electron Landau spacing equals B in atomic units, here 0.479 eV.

**Reaching a laboratory field**

If each cell carries 1/s of a quantum, the translations by s a₁ and a₂ enclose one whole quantum and commute. A supercell of s cells then restores Bloch's theorem at field B₁/s. For 10 T,

s = 4135.7/10.0 = 413.57.

The nearest whole number, 414, corresponds to 9.990 T. If the cost grows as the cube of the number of cells, it rises by 414³ = 7.1×10⁷ per k point. Since the supercell folds in 414 k points of the primitive cell, the factor at equal sampling is 414² = 1.7×10⁵. At fixed laboratory field, s is inversely proportional to S, so the area of the required supercell stays near 414 nm² as long as the face of the primitive cell is much smaller than that.

**Removing the mean flux**

The restriction concerns the mean field. A field that averages to zero can have any strength. Take

A_y = (b/q) sin qx,  B_z = ∂A_y/∂x = b cos qx.

This A is itself periodic. Since A_y depends on x alone, it commutes with p_y, and

H = H₀ + A_y p_y + ½A_y².

Consider an insulator with one spinless electron per cell filling an isolated lowest band v, with energies ε_v(k). Writing sin qx = [exp(iqx) − exp(−iqx)]/2i shows that the linear term couples k only to k ± q. Bloch states of the primitive cell therefore suffice, however long the wave.

The energy to order b² has two parts. The mean of ½A_y² is (b²/2q²)·½ = b²/4q², because the remaining cos 2qx has no expectation value in a Bloch state unless 2q is a reciprocal lattice vector. The linear term contributes in second order, with amplitude b/2q for each sign. Per electron,

ΔE = e₂(q) b²,

e₂(q) = 1/(4q²) + (1/4q²) ⟨ Σ_± Σ_c |⟨c,k±q| exp(±iqx) p_y |v,k⟩|² / [ε_v(k) − ε_c(k±q)] ⟩,

where ⟨…⟩ around the sums is the Brillouin-zone average and c runs over empty bands. Transitions between two filled states drop out, since each pair occurs twice with opposite denominators.

Both parts diverge as q → 0, but their sum does not. At leading order the two signs contribute equally, and

e₂(q) ≈ (1/4q²) ⟨ 1 + 2 Σ_c |⟨c,k|p_y|v,k⟩|² / [ε_v(k) − ε_c(k)] ⟩.

To identify the bracket, shift k_y by δ. The Hamiltonian for the periodic part of the Bloch function gains δ(p_y + k_y) + ½δ². Second-order perturbation theory then shows that the bracket is ∂²ε_v/∂k_y². Its zone average vanishes because ∂ε_v/∂k_y is periodic. The sum over ±q is even in q, so there is no 1/q term, and e₂ tends to a finite limit.

For a long wave, treat the energy as κB² in the local field. The mean of cos² is ½, so

κ = 2e₂(q→0).

**How large is the response?**

As a model, take a planar square lattice of period 10 Å with

V = −v₀(cos Gx + cos Gy),  G = 2π/a,  v₀ = 2.0 eV,

and one spinless, noninteracting electron per cell. On the 8×8 grid of k points used, the two lowest bands are separated by 1.80 eV. The grid misses the band edges, so this is an upper bound, and the true gap, taken at the band edges, is slightly smaller, 1.78 eV. Scaling the terms to b = B₁ gives, for a wave of 12 cells,

2.74319 − 2.73602 ≈ 0.00717 eV,

and for 24 cells

10.97275 − 10.96557 ≈ 0.00718 eV.

The first part is proportional to 1/q² and grows fourfold. The second grows very nearly as much, and the sum hardly moves. Removing the remaining q² dependence and doubling gives κB₁² = 0.01436 eV. The second-order formula was checked for a wave of four cells at a single k_y = 0.13G and the four k_x values that the wave connects. Diagonalizing the supercell in a weak modulated field reproduces the Bloch sum over those points to about 0.013%, relative to that sum. Without the average over k_y the 1/q² parts do not cancel, so this sum is not the small zone-averaged e₂ quoted above.

**An independent check in a uniform field**

The value of κ can be compared with a calculation at finite mean flux. For B along z, put Π = p + A, so that [Π_x, Π_y] = −iB. Split the position into a guiding centre (X, Y) and a cyclotron part:

x = X + Π_y/B,  y = Y − Π_x/B.

Direct evaluation gives [X, Y] = i/B, while X and Y commute with both components of Π. Hence

exp(iGX) exp(iGY) = exp(−iG²/B) exp(iGY) exp(iGX).

With B = B₁/s and G² = 4π²/S, G²/B = 2πs. The two factors commute and can be replaced by phases exp(iθ₁) and exp(iθ₂):

H(θ₁,θ₂) = ½(Π_x² + Π_y²) − v₀[cos(GΠ_y/B + θ₁) + cos(−GΠ_x/B + θ₂)].

This is a matrix in the Landau levels, whose kinetic energies are B(n+½). The commutator [X, Y] = i/B gives each guiding-centre state an area 2π/B, or s cells. One electron per cell thus fills the lowest s levels. The operators exp(iλX) and exp(iλY) shift Y and X by any chosen amount and leave Π unchanged, so all pairs of phases carry equal weight and are averaged uniformly.

The energy shifts per cell are:

- At B₁ the shift is 0.014293 eV; the quadratic law κB² gives 0.014356 eV (ratio 0.9957).
- At B₁/2 the ratio is 0.9990.
- At B₁/3 the ratio is 0.9995.
- At B₁/6 the ratio is 0.9999.

Extrapolated to zero field, the coefficient agrees with κ to about one part in 10⁵. The test asserts agreement within 1%.

**Is 4100 T already a nonlinear field?**

In this insulator it is barely so. The shift at B₁ lies 0.43% below the quadratic law, and the deviation falls roughly as B². This is the pattern of a B⁴ term. Odd powers are absent because complex conjugation turns H at B into H at −B. If

E(B) − E(0) = κB²(1 − cB²),

then dE/dB = 2κB(1 − 2cB²), so the magnetization deviates from linearity by twice as much, about 0.9% at B₁.

A localized limit shows what sets the scale when the potential is deep. Near a minimum, −v₀ cos Gx ≈ −v₀ + ½v₀G²x², a well of frequency ω with ω² = v₀G² = 2πv₀B₁. The field adds ½BL_z + B²r²/8. The ground state has L_z = 0 and energy, measured from the well bottom,

√(ω² + B²/4) = ω + B²/(8ω) − B⁴/(128ω³) + …

The quartic term relative to the quadratic one is −B²/(16ω²). With the numbers above,

ω² = 2π × 2.0 × 0.4788 = 6.02 eV²,  ω = 2.45 eV,

B₁²/(8ω) = 0.0117 eV,  B₁²/(16ω²) = 0.0024.

The well gives the right magnitude but underestimates both the shift and its nonlinearity. A plausible reason, not tested separately, is that the cosine potential is softer than its parabola away from the minimum. Within the well model, a level spacing as small as the Landau spacing would raise the relative correction to 1/16, about 6%. This estimate does not carry over to a shallow lattice. With v₀ = 1.0 eV (gap 0.88 eV) the shift at B₁ lies about 2% above the quadratic law. With v₀ = 0.64 eV (gap 0.48 eV, equal to the Landau spacing at B₁) it lies about 30% above at B₁ and still about 7% above at B₁/6, where the well formula predicts less than 1% below. For a metal the argument fails, because the expansion assumed a filled band separated by a gap.

**What this means for shielding**

The shielding tensor σ is defined by the part of the induced field linear in B, B_ind = −σB. It is a derivative at zero field. Uniform fields in a fixed cell are discrete, so that derivative cannot be approached continuously there. At 10 T the quadratic energy shift per cell in the model is only

0.014356 eV / 413.57² = 8.4×10⁻⁸ eV,

or about 3.5×10⁻⁵ eV summed over a supercell of 414 cells, a small difference to extract from so large a calculation. Perturbation theory gives the derivative directly from primitive-cell states at k and k ± q. The case for it rests on this access to the zero-field limit at modest cost; a field of one quantum per cell need not be strongly nonlinear when the gap is several times the Landau spacing, as for v₀ = 2 eV, but it is when the gap is comparable to that spacing. The spin Zeeman splitting, left out here, is also 0.48 eV at B₁. The model tests the orbital energy response. A chemical shift also requires the induced current near the nucleus, in a realistic electronic structure. The numerical output gives the remaining digits.

Calculated quantities

```
Cubic cell side: 10.0 angstrom
Cell face area: 100.0 angstrom^2
Smallest one-cell uniform field B1: 4135.7 T
B1 in atomic units: 0.017595
Magnetic length at B1: 3.989 angstrom
Free-electron Landau spacing at B1: 0.4788 eV
Laboratory field: 10.0 T
Landau spacing at laboratory field: 1.158e-03 eV
Flux per cell at laboratory field: 0.002418 quanta
B1 / laboratory field: 413.57
Nearest whole number of cells in the face: 414
Field for one quantum in that supercell: 9.990 T
Cost factor if cost grows as cells cubed: 7.10e+07
Flux 0.25 quanta: |1 - exchange factor| = 1.4142
Flux 0.50 quanta: |1 - exchange factor| = 2.0000
Flux 0.75 quanta: |1 - exchange factor| = 1.4142
Flux 1.00 quanta: |1 - exchange factor| = 0.0000
Flux 1.50 quanta: |1 - exchange factor| = 2.0000
Flux 2.00 quanta: |1 - exchange factor| = 0.0000
Model potential amplitude v: 2.0 eV
Model band gap at zero field: 1.7972 eV
Modulated field, 4 cells: supercell/Bloch ratio = 0.999866
Period 12 cells, E2 terms scaled to b = B1:
  diamagnetic 2.74319 eV, interband -2.73602 eV
  sum 0.007165 eV
Period 24 cells, E2 terms scaled to b = B1:
  diamagnetic 10.97275 eV, interband -10.96557 eV
  sum 0.007175 eV
Long-wave limit of twice the sum: 0.014356 eV
Uniform field: computed shift per cell, quadratic law, ratio
  B1/1 = 4135.7 T: 1.4293e-02 eV, 1.4356e-02 eV, 0.99567
  B1/2 = 2067.8 T: 3.5851e-03 eV, 3.5889e-03 eV, 0.99895
  B1/3 = 1378.6 T: 1.5943e-03 eV, 1.5951e-03 eV, 0.99954
  B1/6 = 689.3 T: 3.9872e-04 eV, 3.9877e-04 eV, 0.99989
Zero-field coefficient ratio, uniform/Bloch: 1.00001
Quadratic-law shift at laboratory field: 8.393e-08 eV
```
